\section*{LEED intensities by layer doubling and the imaginary inner potential, part 2}

An electron of energy $E$ (eV; lengths in \AA) falls at angle $\theta$ on identical atomic layers with cell area $A$, repeating by $\mathbf a_3$ with normal component $d$; $z$ points inward. Spheres of potential $V(r)$, $r<R_0$, sit in a constant $-V_0-iV_i$, where $V_i$ represents loss. Beams have lateral wavevectors $\mathbf q=\mathbf k_\parallel+\mathbf g$, $\mathbf K^\pm_g=(\mathbf q,\pm k_g)$, and
$$\kappa^2=\frac{2m}{\hbar^2}(E+V_0+iV_i),\quad k_g=\sqrt{\kappa^2-q^2},\quad \mathrm{Im}\,k_g\ge0.$$
$U_G$ is a Fourier component of the potential, $v$ a normal velocity, and $x=V_id/\hbar v$.

Partial waves $l\le l_{\max}$ scatter with $t_l=\tfrac12(e^{2i\delta_l}-1)$. Scattering between atoms of a layer enters through a lattice-sum matrix $G$ and the inverse of $1-tG$. For $s$ waves alone, $G=\sqrt{4\pi}D_{00}$, $b=1/(1/t-G)$, $M_0=c_0b$ and $c_g=2\pi/A\kappa k_g$.

$M^{-+}$ and $M^{++}$ are a layer's backward and forward scattered amplitudes for a wave from above. With one beam at normal incidence, referred to $\mp\mathbf a_3/2$, the layer has $r=e^{ik_0d}M^{-+}$ and $\tau=e^{ik_0d}(1+M^{++})$. The reflection $R$ of a thick stack obeys
\begin{equation}
R+\frac1R=2y,\qquad y=\frac{1+r^2-\tau^2}{2r}.\label{fix}
\end{equation}

With all beams, slab $a$ above slab $b$ gives transmission and reflection matrices
\begin{align}
T^{++}&=T_b^{++}X,\quad R^{-+}=R_a^{-+}+T_a^{--}R_b^{-+}X,\label{dbl}\\
X&=(1-R_a^{+-}R_b^{-+})^{-1}T_a^{++}.\nonumber
\end{align}
Doubling repeats this with equal slabs. The surface barrier refracts without reflecting, and beam intensities are $I_g=(\mathrm{Re}\,k_g/\mathrm{Re}\,k_0)|R^{-+}_{g0}|^2$.

The worked example has $V=-Ze^2(1-r/R_0)^2/r$, $Z=10$ except in weak-scattering tests, $R_0=1.25$ \AA, fcc(001) with square cell $a=2.5$ \AA, $d=1.7678$ \AA{} and $V_0=10$ eV.

The closing numerical output also lists earlier checks: Kambe's Ewald-type lattice sums $D_L$ against direct sums, the layer matrix against Numerov integration, and doubling against a real-space angular-momentum solution (``giant matrix'').

\section{Why $V_i$ makes doubling converge}

A Bloch solution obeys $\psi(\mathbf r+\mathbf a_3)=\lambda\psi(\mathbf r)$. With $\mathbf j=(\hbar/m)\mathrm{Im}\,\psi^*\nabla\psi$ and $\nabla^2\psi=(2m/\hbar^2)(V-V_0-E-iV_i)\psi$, $\nabla\cdot\mathbf j=-(2V_i/\hbar)|\psi|^2$. Integrate over one cell. Side faces cancel because $\mathbf k_\parallel$ is real, and the inward flux $J$ through the upper face becomes $|\lambda|^2J$ at the lower one:
\begin{equation}
(1-|\lambda|^2)J=\frac{2V_i}\hbar\int_{\rm cell}|\psi|^2>0 .
\end{equation}
So $|\lambda|\ne1$, and modes carrying flux inward decay inward. For a band $\lambda=e^{i\varphi(E)}$, continuing $E\to E+iV_i$ gives $-\ln|\lambda|=V_i\,d\varphi/dE=V_id/\hbar v$ to first order, $v$ being the normal group velocity; this fails within about $V_i$ of a band edge, where $v\to0$. For six propagating modes the law held to $5\times10^{-6}$ relative at very small $V_i$, with the sign of $v$ equal to that of $J$.

In a slab of $N$ layers lit from above, the decaying modes reach the bottom reduced by $\lambda^N$ and the growing modes are fed from there, so $T_N^{++}\sim|\lambda_{\max}|^N$, $\lambda_{\max}$ being the largest factor inside the unit circle. For a stack symmetric under $z\to-z$, such as fcc(001), $T^{--}_N$ decays equally, and the increment in (\ref{dbl}) falls as $|\lambda_{\max}|^{2N}$. A singular matrix in $X$ would be a square-integrable solution without incident wave, that is, a complex eigenvalue $E+iV_i$ of the self-adjoint Hamiltonian $H$ of the finite slab, which does not exist; the same holds for $1-tG$. These arguments concern the untruncated model, and the truncated one is tested. At $\mathbf k_\parallel=(0.4,0.9)$\,\AA$^{-1}$ and $V_i=4$ eV the logarithmic rate per layer is $-0.6863$, equal to $2\ln|\lambda_{\max}|$ in four digits. At $V_i=0$ flux is conserved to rounding, yet the increments at $N=64,128,256$ are $0.628,0.892,0.786$: waves return undamped from the back face.

\section{What $V_i$ does to widths}

\subsection{Analytic continuation}

At fixed $\mathbf k_\parallel$, $\psi=\phi+(E+iV_i-H)^{-1}V\phi$ with $\phi=e^{i\mathbf K_0^+\cdot\mathbf r}$. For $V_i>0$, $V\phi$ is square integrable over a column of cells, because $\phi$ decays inward and $V=0$ outside; the resolvent is analytic off the real axis; and $R$ is a projection of $V\psi$ on $e^{-i\mathbf K_g^-\cdot\mathbf r}$, which also decays inward. So $R(E;V_i)=R_0(E+iV_i)$ is analytic in the upper half-plane. The mean of $R_{00}$ over a circle of radius 2 eV about the inside energy $E+V_0+iV_i=80+4i$ eV, for the model of the worked example with $l_{\max}=5$ and fewer beams, equals the central value $|R_{00}|=0.2349$ to $2\times10^{-12}$. If $R_0$ is also bounded, the Poisson formula makes $R$ the real-axis amplitude convolved with a Lorentzian of half-width $V_i$; this was tested on the two-beam amplitude below. A pole $1/(E-E_p+i\gamma)$ gives an intensity of half-width $\gamma+V_i$. It is the amplitude that is smoothed, so $2V_i$ is no lower bound for intensity peaks: a double pole gives $(\epsilon^2+V_i^2)^{-2}$, halved at $\epsilon^2=(\sqrt2-1)V_i^2$, a width of $1.29V_i$.

\subsection{Weak scattering}

Return to (\ref{fix}) for the specular beam. To first order in the laterally averaged potential $\bar V(z)$, the Green function $e^{ik|z|}/2ik$ and $m/\hbar^2k=1/\hbar v$ give $M^{-+}=-(i/\hbar v)\int\bar Ve^{2ikz}dz=-iU_Gd/\hbar v$ at $2k=G=2n\pi/d$, with $U_G$ real by mirror symmetry. Likewise $M^{++}=-iU_0d/\hbar v$ moves the Bragg condition to the inside energy $E_B=\hbar^2(G/2)^2/2m+U_0$ at normal incidence.

For $|y|\gg1$, $R\simeq1/2y=r/(1-e^{2ik_0d})$. With $\mathrm{Im}\,k_0d=x$, $|1-e^{2ik_0d}|^2=(1-e^{-2x})^2+4e^{-2x}\sin^2(\mathrm{Re}\,k_0d)$. This doubles at $|\sin|=(1-e^{-2x})/2e^{-x}=\sinh x$. Linearizing, $\delta k_0=\delta E/\hbar v$ and $d/\hbar v=x/V_i$. At a fixed angle $q^2=(2mE/\hbar^2)\sin^2\theta$, so $k_0^2\propto E\cos^2\theta+V_0+iV_i$ and $\delta E$ enters as $\delta E\cos^2\theta$:
\begin{equation}
\mathrm{FWHM}=\frac{2V_i}{\cos^2\theta}\,\frac{\arcsin(\sinh x)}x\simeq\frac{2V_i}{\cos^2\theta}\Big(1+\frac{x^2}3\Big).\label{kin}
\end{equation}
This describes $|R/r|^2$ for $V_i\ll E$, and a half-maximum exists for $\sinh x\le1$.

For $x\ll1$ and any $y$, $1-\tau^2\simeq-2id\,\epsilon/\hbar v$ with $\epsilon=E+V_0-E_B+iV_i$, $r\simeq(-1)^nM^{-+}$, and $r^2$ is of second order. So $y=\pm\epsilon/|U_G|$, the sign affecting the sign of $R$ alone, and $R=y-\sqrt{y^2-1}$ on the branch $|R|<1$. The two roots have product 1 and lie on the unit circle just when $y$ is real in $[-1,1]$: total reflection in the gap at $V_i=0$. Write $R=\rho e^{i\alpha}$ and $\nu=V_i/|U_G|$. Then $2\,\mathrm{Re}\,y=(\rho+1/\rho)\cos\alpha$ and $2\nu=(1/\rho-\rho)|\sin\alpha|$. The largest $\rho$ has $|\sin\alpha|=1$, $\rho_0=\sqrt{1+\nu^2}-\nu$. Setting $\rho=\rho_0/\sqrt2$ and eliminating $\alpha$,
\begin{equation}
\mathrm{FWHM}=|U_G|\Big(\rho+\frac1\rho\Big)\sqrt{1-\frac{4\nu^2}{(1/\rho-\rho)^2}} .\label{two}
\end{equation}
At $\nu=0$ this is $3|U_G|/\sqrt2$. For $\nu\gg1$, $1/\rho\simeq2\sqrt2\nu$ gives $|U_G|\,2\sqrt2\nu/\sqrt2=2V_i$. Between these limits (\ref{two}) crosses over smoothly: at $\nu=0.5$ the width is $8\%$ above the gap value $3|U_G|/\sqrt2$, at $\nu=2$, where $V_i$ equals the gap $2|U_G|$, it is $12\%$ above $2V_i$, and at $\nu=1$ it is $2.85|U_G|$, well above both. $V_i$ sets the width of an isolated peak when it is large against $|U_G|$, and the gap does when $V_i$ is small against it.

\section{Worked example}

Take round parameters: $V=-Ze^2(1-r/R_0)^2/r$, $R_0=1.25$ \AA, fcc(001) with square cell $a=2.5$ \AA, $\mathbf a_3=(a/2,a/2,d)$, $d=a/\sqrt2=1.7678$ \AA, $V_0=10$ eV, $\hbar^2/2m=3.80998$ eV\,\AA$^2$.

With $Z$ very small the full three-dimensional method tests (\ref{kin}) at $k_0=3\pi/d$. For $V_i=4$ eV, $x=0.1741$ and $8(1+x^2/3)=8.08$ eV; the computed width is $8.085$ against $8.082$ eV from the unexpanded form. For $V_i=2$ eV at $30^\circ$, $4/0.75=5.333$ eV times $1+0.0870^2/3$ is $5.347$ eV; computed $5.349$. For (\ref{two}), $Z=0.01$ and the first gap give $|U_G|=11.30$ meV. At $\nu=0.5$: $\rho_0=0.6180$, $\rho=0.4370$, $1/\rho=2.2882$, width $2.7252\sqrt{1-1/1.8512^2}=2.293|U_G|$, computed $2.309$, more than twice $2V_i$. At $\nu=2$ the values are $4.475$ and $4.484$, with $2V_i=4|U_G|$.

Now $Z=10$, $V_i=4$ eV, $E=70$ eV, normal incidence, $l_{\max}=7$, 49 beams. Then $\kappa=[(80+4i)/3.80998]^{1/2}=4.5837+0.1145i$ \AA$^{-1}$. The real-energy phase shifts fall from $\delta_3=0.671$ to $\delta_7=0.0003$. At complex energy $t_0=-0.5685-0.5411i$, so $|1+2t_0|=|{-0.137}-1.082i|=1.09$. A value above one creates no flux: $t_l$ is measured against free waves already damped all the way to the centre, and to first order $|e^{2i\delta}|=e^{-2V_i\,d\delta/dE}$ exceeds one when $\delta$ falls with energy.

The $s$-wave layer can be done by hand. $G=3.5449(-0.09046+0.00600i)=-0.3207+0.0213i$, $t_0G=0.1938+0.1614i$, $b=t_0/(0.8062-0.1614i)=-0.549-0.781i$: neighbours raise $|b|$ from $0.785$ to $0.955$. With $|c_0|=2\pi/(6.25\times21.02)=0.0478$, $|M_0|=0.046$. Referred to the points $\mp\mathbf a_3/2$ this becomes $|r|=e^{-\mathrm{Im}\kappa\,d}|M_0|=0.817\times0.046=0.037$. All partial waves give $|r_{00}|=\sqrt{0.0772}=0.278$, about seven times as much, so the $s$ wave alone is not adequate here.

Doubling gives $I_{00}=0.0772,\,0.0300,\,0.0599,\,0.05417,\,0.054233,\,0.054237$ for $N=1,2,4,8,16,32$, the digits showing convergence in $N$ at fixed $l_{\max}=7$ and 49 beams, and not the accuracy of the model; with $l_{\max}=9$ and 129 beams the limit is $0.054220$, lower by $1.7\times10^{-5}$. The gap relative to the limit $0.054237$ is about $7\times10^{-5}$ at $N=16$, against $|\lambda_{\max}|^{32}=e^{-32\times0.3093}=5\times10^{-5}$, and $1.2\times10^{-3}$ at $N=8$, against $|\lambda_{\max}|^{16}=7\times10^{-3}$: the power gives the rate over many layers, but at a given $N$ only the order of magnitude. The mode of $\lambda_{\max}$ itself lacks the full symmetry of the surface and is not excited at normal incidence; the slowest mode that is excited decays by $0.311$ per layer, so close that the powers above are unchanged to the digit given. This is faster than a free wave, with $\mathrm{Im}\,\kappa\,d=0.202$, and means an intensity depth of $2.8$ against $4.4$ \AA. The cause is a reduced group velocity: as $V_i\to0$ the decay per layer divided by $V_i$ is $d/\hbar v=0.0795$ eV$^{-1}$, against $0.0506$ eV$^{-1}$ for the free wave, and the first-order law then gives $0.318$ at $V_i=4$ eV. The beams are $I_{00}=0.0542$, $I_{10}=0.0344$, $I_{11}=0.0027$, and fourfold symmetry gives the total $0.0542+4(0.0344+0.0027)\approx0.20$. At 120 eV, going to $l_{\max}=8$ and 113 beams changes these intensities by at most $5\times10^{-5}$, with $I_{00}=0.0015$.

In the scans from 40 to 120 eV the strongest $(00)$ and $(10)$ peaks with a defined half-maximum, at most two per beam, measure $1.9$ to $3.7$ times $2V_i$. The free-electron position of $k_0=3\pi/d$ is $98.3$ eV. This omits $U_0$, whose first-order value $-\pi Ze^2R_0^2/3Ad\approx-21$ eV is too large at $Z=10$ for first order to be trusted, so assigning a peak to this condition rests on nearness in energy alone. The $(00)$ peak near it lies at $99.0$ eV with width $14.9$ eV for $V_i=4$ eV and at $100.6$ eV with width $15.0$ eV for $V_i=2$ eV, while its height rises from $0.142$ to $0.260$. If the assignment holds, this peak is not isolated: $(3\pi/d)^2=\tfrac92(2\pi/a)^2=4(2\pi/a)^2+(\pi/d)^2$, so the four $(20)$ beams have $k_gd=\pi$ and lateral phase $e^{i\mathbf g\cdot\mathbf a_3}=1$, the same Bloch factor $-1$ at the same free energy, and neither (\ref{kin}) nor (\ref{two}) applies at this scattering strength. The heights do not fit a two-beam gap either: $\rho_0^2=0.142$ and $0.260$ would need $\nu=1.14$ and $0.73$, and (\ref{two}) would then give widths of $10.7$ and $6.9$ eV. At $V_i=1$ eV the peak shows two maxima, at $96.4$ and $102.7$ eV, under nearly the same overall width, so at larger $V_i$ it is a group of merged peaks; what fixes their spacing is not settled here. The $(10)$ peak near 79 eV widens from $10.8$ to $26.6$ eV, by $15.8$ eV where a single pole would add $2\Delta V_i=4$ eV, so no single pole describes it over its half-maximum range. The half-height points move from $72.8$ and $83.6$ eV to $59.8$ and $86.4$ eV, so $13$ eV of the increase comes on the low-energy side. A second maximum near 90 eV, separate and below half height at $V_i=2$ eV, is no longer a separate maximum at $4$ eV, but its position lies beyond the upper half-height point, so it does not account for the increase on the low side. There a third maximum stands near 59 eV. At $V_i=2$ eV its height is $0.037$, below the half height $0.048$ of the main peak; at $3$ eV it is $0.031$ against $0.035$; at $4$ eV it is no longer a separate maximum, and the half height $0.027$ is reached at $59.8$ eV. This neighbour loses height more slowly than the main peak, and the lower half-height point moves out onto it.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/2m = 3.80998 eV A^2, e^2 = 14.39965 eV A
Z = 10, R = 1.25 A, a = 2.5 A, d = 1.7678 A, V0 = 10 eV, Vi = 4 eV
square-well t_l, max error = 1.7e-07
Kambe vs direct sum, l<=16, Ein = 80+10i eV: 3.5e-13
direct D00 error ratio 120A/60A: Vi=0 0.75, Vi=4 8.04e-04, exp(-60 Im k) 1.04e-03
layer matrix vs Numerov (95 beams): 1.4e-07, |r00| = 0.0028
4 layers, doubling vs giant matrix: 5.6e-08, |R00| = 0.1431
Vi=0, k_par=(0.4, 0.9) 1/A: flux defect (1..8 layers) 1.0e-15
Vi=0 increments N=64,128,256: 0.628 0.892 0.786
propagating Bloch modes at Vi=0: 6, -ln|lam| = Vi d/(hbar v) within 5.1e-06
Vi=4: doubling vs Bloch subspace 1.1e-15; |lam_max| = 0.7095
Vi=4 increments N=4,8,16,32: 3.0e-02 1.6e-03 4.8e-06 6.1e-11
log-rate per layer -0.6863, 2 ln|lam_max| = -0.6863
mean-value test, centre 80+4i eV, radius 2 eV: 2.1e-12, |R00| = 0.2349
Lorentzian convolution of two-beam amplitude: error 9.9e-09
weak, Vi=4 eV, theta=0: E=98.32 eV, x=0.1741, FWHM 8.085, formula 8.082 eV
weak, Vi=2 eV, theta=30: E=131.07 eV, x=0.0870, FWHM 5.349, formula 5.347 eV
two-beam: Z=0.01, |U_G| = 11.301 meV, E_B (inside) = 12.0116 eV
 Vi/U=0.5: peak 0.3846 vs 0.3820; FWHM/U 2.309 vs 2.293; 2Vi/U 1
 Vi/U=2.0: peak 0.0565 vs 0.0557; FWHM/U 4.484 vs 4.475; 2Vi/U 4
double pole FWHM/Vi = 1.288
example: E = 70 eV, lmax = 7, beams = 49, kappa = 4.5837+0.1145i 1/A
delta_0..3 (Vi=0, rad, mod pi): 2.2943 0.6705 2.1638 0.6714
delta_4..7 (Vi=0, rad, mod pi): 0.1181 0.0189 0.0026 0.0003
t_0 (Vi=4) = -0.5685-0.5411j, t_1 = -0.3781+0.5172j
D_00 = -0.09046+0.00600j
I00, N=1,2,4,8: 0.077208 0.029984 0.059923 0.054173
I00, N=16,32,64: 0.054233 0.054237 0.054237
I00 = 0.05424, I10 = 0.03436, I11 = 0.00269, total elastic = 0.20242
|lam_max| = 0.7340, -ln = 0.3093, free Im(k) d = 0.2024
intensity 1/e depth: slowest Bloch mode 2.858 A, free 4.366 A
120 eV: I00 = 0.00154; change with lmax 8, 113 beams: 4.6e-05
kinematic (00) Bragg energy n=3 (vacuum) = 98.30 eV
Vi=4 eV (00) peak: E = 99.0 eV, I = 0.1424, FWHM = 14.89 eV = 1.86 x 2Vi
Vi=4 eV (10) peak: E = 78.8 eV, I = 0.0534, FWHM = 26.61 eV = 3.33 x 2Vi
Vi=2 eV (00) peak: E = 53.6 eV, I = 0.3149, FWHM = 7.87 eV = 1.97 x 2Vi
Vi=2 eV (00) peak: E = 100.6 eV, I = 0.2597, FWHM = 14.95 eV = 3.74 x 2Vi
Vi=2 eV (10) peak: E = 79.2 eV, I = 0.0958, FWHM = 10.82 eV = 2.71 x 2Vi
Vi=2 eV (10) peak: E = 47.0 eV, I = 0.0280, FWHM = 9.57 eV = 2.39 x 2Vi
\end{verbatim}
